Minimum Ion Entry Speed into a Sheath with Cold Negative Ions

The positive-ion flux to a growing film can be estimated as the ion density at the sheath edge times the electropositive Bohm speed √(kT_e/M). In a strongly electronegative oxygen plasma this can fail badly. If the edge holds two negative ions per electron and the negative ions are thirty times colder than the electrons, cold positive ions may enter at 0.22 of that speed. At the same edge density, the usual estimate is then 4.5 times the flux at minimum entry speed. If the positive ions are as warm as the negative ones, the factor drops to about 2.6 for the uniform speed distribution used in the example below; other distributions give other factors. A correction based only on conditions at the edge has a fault of its own: in part of the parameter range it gives a speed at which no monotone sheath can reach a strongly negative wall.

**Model and conventions**

Let x increase from the sheath edge toward a plane, negatively charged wall. The potential φ is zero at the edge and falls steadily toward the wall. The sheath is steady and thin enough to neglect collisions, ionization and attachment inside it. Positive ions have charge +e and mass M, and all enter with speed u. Electrons have temperature T_e.

Negative ions have charge −e and temperature T_n. Their inertia and drag are neglected, so pressure balances the electric force:

0 = −kT_n dn_n/dx + e n_n dφ/dx.  (1)

Dividing by n_n and integrating gives n_n ∝ exp(eφ/kT_n). Electrons obey the same law with T_e. Define

η = −eφ/kT_e, γ = T_e/T_n, α = (n_n/n_e) at the edge,
u_B = √(kT_e/M), m = u/u_B.  (2)

Thus η ≥ 0 grows toward the wall, and γ > 1 means negative ions colder than the electrons. Let n₀ be the positive-ion density at the edge. Neutrality there makes the electron density n₀/(1+α) and the negative-ion density αn₀/(1+α), so

(n_e+n_n)/n₀ = [e^(−η) + αe^(−γη)]/(1+α).  (3)

For the positive ions, energy conservation gives a local speed v with Mv²/2 = Mu²/2 − eφ, or v² = u² + 2u_B²η. Flux conservation gives n_+v = n₀u. Hence

n_+/n₀ = u/v = (1+2η/m²)^(−1/2).  (4)

Poisson's equation is φ″ = −e(n_+−n_e−n_n)/ε₀. Multiplying by −e/kT_e and measuring distance as s = x/λ, with λ² = ε₀kT_e/(e²n₀), gives

d²η/ds² = ρ(η),
ρ = (1+2η/m²)^(−1/2) − [e^(−η)+αe^(−γη)]/(1+α).  (5)

The sheath edge is an idealization for a sheath much thinner than the plasma: both the net charge and the field vanish there. The solution leaves this state asymptotically, as s → −∞.

**The local bound**

Near the edge, (1+2η/m²)^(−1/2) ≈ 1−η/m², while the bracket in (5), divided by 1+α, is approximately 1−cη, where

c = (1+γα)/(1+α).  (6)

Therefore

ρ ≈ (c−1/m²)η.  (7)

Multiply (5) by dη/ds and integrate from the edge, where the field is zero:

½(dη/ds)² = ∫₀^η ρ(y) dy.  (8)

The left side cannot be negative. If c < 1/m², the right side is negative for small η, and no monotone sheath can begin. A necessary condition is therefore

m² ≥ m_loc² = 1/c = (1+α)/(1+γα).  (9)

For α > 0, this bound is below 1 when 1+α < 1+γα, which means γ > 1. If γ = 1 the two negative species act as one and the electropositive bound returns. If γ < 1 the bound is raised. "Cold" in this result thus means colder than the electrons.

In physical variables (9) reads

Mu² ≥ k(n_e+n_n)/(n_e/T_e+n_n/T_n).  (10)

The effective temperature on the right is the inverse of the density-weighted mean of 1/T, so the colder species has a large weight. The reason is visible in (7). As the potential falls, negative charge must thin out at least as fast as the accelerating positive ions do. Cold negative ions are repelled by a small potential drop and supply the fraction γα/(1+γα) of the initial decrease in negative charge. Slow positive ions, whose density drops steeply, can then still leave a positive net charge.

Two limits show the scale. For γα ≪ 1, expansion of (9) gives m_loc² ≈ 1−(γ−1)α, so a small negative-ion fraction matters once γα is no longer small. For α → ∞ at fixed γ, m_loc² → 1/γ, or u → √(kT_n/M): the negative ions alone then set the scale.

**The condition across the whole sheath**

Inequality (9) concerns the first small step away from the edge. The integral in (8) must stay positive all the way to the wall. Its positive-ion part is

G = ∫₀^η (1+2y/m²)^(−1/2) dy
  = m²[√(1+2η/m²)−1].  (11)

The negative-charge part is

B = [1−e^(−η)+(α/γ)(1−e^(−γη))]/(1+α).  (12)

Equation (8) becomes

½(dη/ds)² = G−B.  (13)

To see how G depends on speed, multiply and divide (11) by √(1+2η/m²)+1:

G = 2η/[1+√(1+2η/m²)].  (14)

At fixed η, raising m lowers the square root and raises G. There is thus one critical speed at each η, found by setting G = B in (11):

√(1+2η/m²) = 1+B/m².

Both sides are positive, so squaring adds no false root:

1+2η/m² = 1+2B/m²+B²/m⁴.

Subtract 1, multiply by m⁴ and collect the terms in m²:

2m²(η−B) = B².

Since 1−e^(−z) < z for z > 0, equation (12) gives B < η, and division is allowed. The critical value of m² is

q(η) = B²/[2(η−B)].  (15)

The field is real and nonzero at η when m² > q(η). For a sufficiently negative wall the threshold is therefore

m_min² = sup q(η), taken over η > 0.  (16)

If the supremum is approached only as η → 0, equality in (9) is allowed. If it lies at a finite η*, equality is not allowed: the field vanishes at η*, and because G−B has a minimum there, ρ vanishes too. The potential then approaches η* without passing it. Below this threshold but above the local bound, the field reaches zero at a finite potential and the potential turns back. A wall with total drop η_w < η* imposes a weaker condition, with the supremum taken over 0 < η < η_w.

**Why the threshold stays below the Bohm speed**

Let α > 0 and γ > 1, and try m = 1. Since e^(2η) > 1+2η for η > 0, taking the inverse square root gives

e^(−η) < (1+2η)^(−1/2).  (17)

Also e^(−γη) < e^(−η), so the weighted mean in (3) is smaller than e^(−η). Hence ρ > 0 throughout the sheath at m = 1, which gives G > B and q(η) < 1 for every η > 0.

It remains to exclude a supremum equal to 1 at either end. For small η, (12) gives B ≈ η−cη²/2, so B² ≈ η² and 2(η−B) ≈ cη². Thus q → 1/c < 1. For large η, B tends to a constant while the denominator of (15) grows, so q → 0. A continuous function that is below 1 everywhere and has these end limits has a supremum below 1. Together with (9),

m_loc ≤ m_min < 1 for α > 0, γ > 1.  (18)

The lowering of the threshold is thus established within this model, including cases where the local formula is insufficient. A numerical evaluation of (16) for 156 pairs, with γ from 1.5 to 100 and α from 0.001 to 100, satisfied (18) in every case.

**When the local formula is insufficient**

Carry the expansion of B one order further:

B = η−cη²/2+dη³/6+…,
d = (1+γ²α)/(1+α).  (19)

Then

B² = η²(1−cη+…),
2(η−B) = cη²[1−dη/(3c)+…].

Dividing, with 1/(1−z) ≈ 1+z, gives

q = (1/c)[1+(d/(3c)−c)η+…].  (20)

If d > 3c², q rises away from the edge and the local bound cannot suffice. Multiplying 3c²−d < 0 by (1+α)² gives

3(1+γα)²−(1+γ²α)(1+α) < 0,

which expands to

2γ²α²+(6γ−1−γ²)α+2 < 0.  (21)

For γ > 1, this has solutions with α > 0 only if the linear coefficient is negative and the discriminant positive: γ²−6γ+1 > 4γ. Hence γ²−10γ+1 > 0, or

γ > 5+2√6 ≈ 9.90.  (22)

Condition (21) detects a rise that begins at the edge. It can miss a maximum of q that appears further in, after an initial fall. At γ = 30, (21) holds for 0.00279 < α < 0.398, whereas direct evaluation of (16) finds the local formula insufficient for 0.0028 < α < 1.41.

The following values are for γ = 30:

α = 0.01: m_loc = 0.881, m_min = 0.904
α = 0.1: m_loc = 0.524, m_min = 0.686
α = 0.5: m_loc = 0.306, m_min = 0.413
α = 1: m_loc = 0.254, m_min = 0.290
α = 2: m_loc = m_min = 0.222

At α = 0.5, the true threshold is 35% above the local value. The maximum of q is at η* = 0.715, where the negative ions have almost vanished, since γη* ≈ 21. Equation (12) gives

B ≈ (1−0.489+0.017)/1.5 = 0.352.

At the local speed, (11) gives

G ≈ 0.306(√(0.094+1.430)−0.306) = 0.284.

Thus G−B ≈ −0.07, which cannot equal half a squared field. The negative ions permit a slow entry, but they thin out within a short potential drop. At the local speed the net charge turns negative at η ≈ 0.025, where about half of the negative ions are left. From η ≈ 0.08 to 1.26 the electrons alone outnumber the quickly thinned positive ions. For α = 2 the electrons are a smaller part of the edge density, and the maximum of q returns to the edge.

The threshold can also be found without (11)–(16). Poisson's equation and the ion continuity and momentum equations were integrated from η = 0 with a dimensionless starting field of 10⁻⁵. The speed was varied to separate solutions that reach η = 4 from those that turn back. For γ = 30, this gave m = 0.2216 at α = 2, against 0.2218 from (16), and 0.4125 at α = 0.5, in agreement with (16). For hotter negative ions, α = 1 and γ = 0.5, it gave 1.1544 against 1.1547, confirming the raised bound. The small starting field adds a positive constant to the right side of (13), so it slightly lowers the threshold found by integration.

**An oxygen deposition plasma**

Take O₂⁺ ions, T_e = 3 eV, T_n = 0.1 eV and α = 2 at the edge; temperatures in eV stand for kT. Then γ = 30. With M = 5.313×10⁻²⁶ kg, the electropositive Bohm speed is 3008 m/s. Equation (9) gives

m_loc² = (1+2)/(1+60) = 3/61 = 0.0492,
m_loc = 0.222.

Because the supremum is at the edge for this case, this is also m_min. The minimum speed is 0.2218×3008 = 667 m/s. The directed energy at entry is

Mu²/2 = ½m²kT_e = ½(0.0492)(3 eV) = 0.074 eV,

compared with 1.5 eV in the electropositive case. Negative ions make up two thirds of the negative charge at the edge but supply 60/61, or 98.4%, of its initial decrease with potential.

The edge ratio is an input, not a prediction. Its relation to the bulk can be illustrated by letting positive ions fall from rest without collisions. They then need a potential drop η_p = m²/2 = 0.0246. From the bulk to the edge, Boltzmann's law multiplies n_n/n_e by exp[−(γ−1)η_p]. The bulk ratio is therefore the edge ratio divided by this factor:

α_bulk = 2 exp(29×0.0246) = 4.1.  (23)

With drag, a larger drop is needed to reach the same speed, and hence a larger bulk ratio. For entry at the local bound the relation reads α_bulk = α exp[(γ−1)(1+α)/(2(1+γα))], and at γ = 30 it is not single-valued: α_bulk = 4.1 also admits α ≈ 0.12 and α ≈ 2×10⁻⁶, while α = 2 is the root with the smallest potential drop. The branch with slow entry exists only for α_bulk above 1.91, reached at α = 0.398. Below that value the only root has η_p ≈ 0.5 and α ≈ α_bulk e^(−14.5), so the negative ions stay in the bulk, m ≈ 1, and the usual estimate holds. A full presheath calculation must decide which edge ratio and entry speed actually occur; the sheath condition sets a minimum and does not ensure that ions enter at it.

**Warm positive ions**

An entry energy of 0.074 eV is comparable with the thermal energy of positive ions at a plausible temperature of 0.1 eV, so the cold-ion assumption needs correction. Suppose the edge density is spread uniformly over ion speeds between m−w and m+w, in units of u_B, with m > w. The variance of this distribution is w²/3. Setting it equal to T_+/T_e gives w² = 3T_+/T_e.

By (4), a group of ions with speed v has initial density slope −1/v². Averaging over the distribution gives

⟨1/v²⟩ = (1/2w)∫ dv/v²
  = (1/2w)[1/(m−w)−1/(m+w)]
  = 1/(m²−w²).  (24)

This replaces 1/m² in (7). The local bound becomes c ≥ 1/(m²−w²), or

m² ≥ (1+α)/(1+γα)+3T_+/T_e.  (25)

For T_+ = 0.1 eV the added term is 3×0.1/3 = 0.1, about twice the cold-ion term. Thus

m = √(0.0492+0.1) = 0.386,
u = 0.386×3008 ≈ 1160 m/s.

This is 74% above the cold-ion result. A numerical search over the whole sheath, using the same distribution, also gave 0.3862, so the local condition governs here. The electropositive bound with equally warm ions is √1.1 = 1.049. The negative ions therefore still lower the threshold, to 0.37 of the corresponding electropositive value, but the cold-ion speed is a poor estimate. Equation (25) belongs to the uniform distribution. Another distribution with the same mean speed can have a larger ⟨1/v²⟩, because very slow ions weigh heavily in this average; the local condition is then harder to meet.

**Comparison with a real reactor**

The example is meant to resemble a low-pressure inductively coupled oxygen plasma used for oxide deposition. An electron temperature of a few eV and an electron density near 10¹⁰ cm⁻³ are reasonable rough values. The edge ratio of 2 is an assumption: for cold ions falling from rest, (23) pairs it with a bulk ratio of about 4, or more with drag. The bulk ratio alone does not fix the edge ratio, which also depends on drag in the presheath. For a bulk ratio below about 2 at γ = 30, the same presheath model gives a nearly electropositive edge, and no correction is needed. At γ = 30 an edge ratio below 1.41 can fall in the range where (9) is insufficient, so (16) should be used for cold ions. The ion temperatures are also uncertain. If T_+ were 0.026 eV, near room temperature, with all else fixed, (25) would give a local bound of √(0.0492+0.026) = 0.27 instead of 0.39. Real oxygen plasmas also contain O⁺, and a radio-frequency bias makes the sheath time dependent; neither is included.

Collisions set another limit. At 10 mTorr and 300 K, a rough ion–neutral cross section of 10⁻¹⁴ cm² gives a mean free path of 3.1 mm. With an edge electron density of 10¹⁰ cm⁻³ and α = 2, n₀ is 3×10¹⁰ cm⁻³ and the length λ in (5) is 74 μm, so the ratio of λ to the mean free path is 0.024. Integrating ds = dη/√(2(G−B)) at the cold-ion speed from η = 0.01 to the floating-wall drop of 4.98 found below gives a thickness of about 14λ, or a third of a mean free path. Roughly a quarter of the ions then collide inside the sheath, so the collisionless model is already approximate at 10 mTorr. At 100 mTorr, with temperature, density and cross section fixed, the same thickness would span more than three mean free paths, and the collisionless derivation would no longer apply.

Electron loss to the wall has little effect on the entry speed. For a floating wall, the electron flux n_e√(kT_e/2πm_e)e^(−η_w) equals the positive-ion flux n₀u, where n_e is the edge density and m_e the electron mass. With n₀ = (1+α)n_e,

e^(−η_w) = (1+α)m√(2πm_e/M).  (26)

For the cold-ion speed this gives η_w = 4.98, or a drop of 14.9 V. Electrons energetic enough to reach the wall do not return. With this missing part of the Maxwellian removed, the electron density is

n_e(η) ∝ e^(−η)[1+erf√(η_w−η)].  (27)

Differentiating its logarithm at η = 0 increases the magnitude of the electron slope from 1 to 1+ε, with

ε = e^(−η_w)/{√(πη_w)[1+erf√η_w]} = 8.7×10⁻⁴.  (28)

Replacing 1+γα by 1+ε+γα in (9) changes the minimum speed by about −ε/[2(1+γα)], or −0.0007%. The entry speed also affects the impact energy, because the floating drop in (26) depends on m. At the same edge ratio but with m = 1, the drop would be η_w = 4.98 + ln 0.2218 = 3.47, or 10.4 V. In a collisionless sheath the ions would then strike the wall with 10.4 + 1.5 = 11.9 eV, against 14.9 + 0.07 = 15.0 eV at the cold-ion minimum speed. The slower ions arrive with more energy because their smaller flux must be matched by fewer electrons, which takes a larger drop. This comparison holds α fixed. Without negative ions, α = 0 and m = 1 in (26) give η_w = 4.57 and an impact energy of 13.7 + 1.5 = 15.2 eV, close to the electronegative value. The flux at fixed edge density changes in direct proportion to the entry speed.

Calculated quantities

```
Threshold from direct integration / from formula (units of u_B)
  alpha=2.0 gamma=30.0: 0.2216 / 0.2218
  alpha=0.5 gamma=30.0: 0.4125 / 0.4125
  alpha=1.0 gamma=5.0: 0.5771 / 0.5774
  alpha=1.0 gamma=0.5: 1.1544 / 1.1547
Scanned cases with m_loc <= m_min < 1: 156
Critical gamma, 5+2sqrt(6): 9.899
Te: 3.0 eV; negative-ion T: 0.10 eV
Positive-ion T for warm estimate: 0.10 eV
gamma: 30.0; edge alpha: 2.0
O2+ mass: 5.3134e-26 kg
Electropositive Bohm speed: 3008 m/s
Local bound m_loc: 0.2218 u_B
True threshold m_min: 0.2218 u_B (eta* = 0.000)
Minimum entry speed: 667 m/s
Electropositive entry energy: 1.500 eV
Electronegative entry energy: 0.0738 eV
Negative-ion share of density slope: 98.4 %
Bulk alpha for collisionless fall from rest: 4.08
Table for gamma = 30: alpha, m_loc, m_min, eta*
   0.001  0.9858  0.9858  0.000
   0.010  0.8814  0.9041  0.101
   0.100  0.5244  0.6864  0.404
   0.500  0.3062  0.4125  0.715
   1.000  0.2540  0.2897  0.815
   2.000  0.2218  0.2218  0.000
   5.000  0.1993  0.1993  0.000
Local bound insufficient for alpha: 0.00280 to 1.412
Series condition alone: 0.00279 to 0.398
Warm-ion threshold, numerical: 0.3862 u_B
Warm-ion threshold, formula: 0.3862 u_B
Warm-ion minimum speed: 1162 m/s
Warm electropositive bound: 1.0488 u_B
Speed rise from warm ions: 74.2 %
Edge electron density: 1.0e+10 cm^-3
Gas: 10 mTorr, 300 K
Rough ion-neutral cross section: 1.0e-14 cm^2
Debye length (Te, total edge density): 74.3 um
Ion mean free path: 3.11 mm
Debye length / mean free path: 0.0239
Floating-wall drop: 4.98 Te = 14.9 V
Electron slope excess from wall loss: 8.74e-04
Speed change from wall loss: -0.00072 %
```
